# Breit–Rabi levels and field-insensitive nuclear-flip lines in ground-state hydrogen, part 2

The problem is to find the field $B_0$ at which the nuclear-spin-flip lines of ground-state hydrogen are insensitive to the magnetic field to first order, and what fixes it. $\mathbf S$ and $\mathbf I$ are the dimensionless electron and proton spins, both $1/2$, with $S_\pm=S_x\pm iS_y$. Arrows $\uparrow,\downarrow$ mean $m_S=\pm\frac12$ and $\Uparrow,\Downarrow$ mean $m_I=\pm\frac12$; $m_F=m_S+m_I$ is conserved. Energies are divided by $h$, so they are frequencies. With $\mathbf B=B\hat{\mathbf z}$, $B\ge0$,

$$H=A\,\mathbf I\cdot\mathbf S+B\,(\gamma_eS_z-\gamma_pI_z),$$

$$\gamma_e=\frac{|g_e|\mu_B}{h},\qquad \gamma_p=\frac{g_p\mu_N}{h},\qquad \gamma_\pm=\gamma_e\pm\gamma_p .$$

The contact formula is

$$hA=\frac{2\mu_0}{3}\,|g_e|\mu_B\,g_p\mu_N\,|\psi(0)|^2>0,$$

with $|\psi(0)|^2=1/\pi a^3$ and reduced-mass orbital radius $a=a_0(1+m_e/m_p)$, where $a_0$ is the Bohr radius. The field changes $A$ by a relative amount of order $(B/B_{\rm au})^2$, with $B_{\rm au}=\hbar/ea_0^2$.

With $x=\gamma_+B/A$, $r=\gamma_-/\gamma_+$ and $\cos2\theta=x/\sqrt{1+x^2}$, the eigenstates are $d=|{\uparrow\Uparrow}\rangle$, $b=|{\downarrow\Downarrow}\rangle$ and

$$c=\cos\theta\,|{\uparrow\Downarrow}\rangle+\sin\theta\,|{\downarrow\Uparrow}\rangle,\qquad a=\cos\theta\,|{\downarrow\Uparrow}\rangle-\sin\theta\,|{\uparrow\Downarrow}\rangle .$$

$$E_d=\frac A4+\frac{\gamma_-B}2,\qquad E_b=\frac A4-\frac{\gamma_-B}2 .$$

$$E_c=-\frac A4+\frac A2\sqrt{1+x^2},\qquad E_a=-\frac A4-\frac A2\sqrt{1+x^2}.$$

The nuclear-flip lines are $\nu_{dc}=E_d-E_c$ and $\nu_{ba}=E_b-E_a$. They obey the sum rule $\nu_{dc}+\nu_{ba}=A$ at every field, and

$$\nu_{dc}=\frac A2\left[1+rx-\sqrt{1+x^2}\right],\qquad \frac{d\nu_{dc}}{dx}=\frac A2\left[r-\frac{x}{\sqrt{1+x^2}}\right].$$

The function $x/\sqrt{1+x^2}$ has derivative $(1+x^2)^{-3/2}$. Both lines are stationary at

$$x_0=\frac r{\sqrt{1-r^2}}=\frac{\gamma_-}{2\sqrt{\gamma_e\gamma_p}},\qquad B_0=\frac{Ax_0}{\gamma_+},$$

where $\sqrt{1-r^2}=2\sqrt{\gamma_e\gamma_p}/\gamma_+$ and

$$\nu_{dc}(B_0)=\frac A2\left(1-\frac{2\sqrt{\gamma_e\gamma_p}}{\gamma_+}\right),\qquad \nu_{ba}(B_0)=\frac A2\left(1+\frac{2\sqrt{\gamma_e\gamma_p}}{\gamma_+}\right).$$

"The program" is the numerical check accompanying the text.

### What remains at second order

Differentiating again, with $dx/dB=\gamma_+/A$ and the derivative found above,

$$\nu_{dc}''(B)=-\frac A2\left(\frac{\gamma_+}A\right)^2(1+x^2)^{-3/2},\qquad \nu_{dc}''(B_0)=-\frac{\gamma_+^2}{2A}(1-r^2)^{3/2}.$$

The curvature is negative at all fields, so $B_0$ is the global maximum of the signed difference $\nu_{dc}=E_d-E_c$ and, by the sum rule, the global minimum of $\nu_{ba}$. (Beyond the level crossing found below, $\nu_{dc}$ is negative and the line frequency $|\nu_{dc}|$ grows again. For hydrogen it passes its value at $B_0$ near 32 T, where $\gamma_pB-A/2\approx\nu_{dc}(B_0)$.) A field error $\delta B$ shifts $\nu_{dc}$ by $\frac12\nu''\delta B^2$ at leading order.

The next term follows from $\frac{d}{dx}(1+x^2)^{-3/2}=-3x(1+x^2)^{-5/2}$, which gives $\nu'''/\nu''=-3\frac{\gamma_+}A\frac{x}{1+x^2}$. The ratio of the cubic term $\frac16\nu'''\delta B^3$ to the quadratic term is $\frac13(\nu'''/\nu'')\,\delta B$. With $\gamma_+/A=x_0/B_0$ and $x_0^2/(1+x_0^2)=r^2$, this ratio is $-r^2\,\delta B/B_0$, so

$$\delta\nu_{dc}\approx\tfrac12\nu''(B_0)\,\delta B^2\left(1-r^2\frac{\delta B}{B_0}\right).$$

The quadratic law holds for $|\delta B|\ll B_0$, and the curve falls slightly faster on the low-field side.

As $B$ grows further, $\nu_{dc}$ returns to zero. Squaring $1+rx=\sqrt{1+x^2}$ gives $2rx+r^2x^2=x^2$, so apart from $x=0$ the root is $x=2r/(1-r^2)=2x_0/\sqrt{1-r^2}$. There $c$ and $d$ cross, which is allowed because they have different $m_F$.

### Why the slopes cancel

For a normalized eigenstate, differentiating $E=\langle n|H|n\rangle$ gives $dE/dB=\langle n|\partial H/\partial B|n\rangle$; the terms from the change of $|n\rangle$ add up to $E\,d\langle n|n\rangle/dB=0$. This is the Hellmann–Feynman theorem, and here $\partial H/\partial B=\gamma_eS_z-\gamma_pI_z$, which is minus the $z$ component of the total moment divided by $h$. A line is field insensitive when its two states have equal moments. For $d$ and $c$,

$$\frac{dE_d}{dB}=\frac{\gamma_-}2=\frac{\gamma_+}2-\gamma_p,\qquad \frac{dE_c}{dB}=\frac{\gamma_+}2(\cos^2\theta-\sin^2\theta)=\frac{\gamma_+}2-\gamma_+\sin^2\theta .$$

Subtracting,

$$\frac{d\nu_{dc}}{dB}=\gamma_+\sin^2\theta-\gamma_p .$$

Both states fall short of the slope $\gamma_+/2$ of the pure state $|{\uparrow\Downarrow}\rangle$. State $d$ falls short by $\gamma_p$, because its proton spin is reversed. State $c$ falls short by $\gamma_+\sin^2\theta$, because with probability $\sin^2\theta$ both its spins are reversed. The deficits are equal when

$$\sin^2\theta_0=\frac{\gamma_p}{\gamma_+},\qquad \cos^2\theta_0=\frac{\gamma_e}{\gamma_+},\qquad\tan^2\theta_0=\frac{\gamma_p}{\gamma_e}.$$

This is the same condition as before, since $\cos2\theta_0=1-2\gamma_p/\gamma_+=r$. A very small reversed-electron admixture carries as much moment as a complete proton flip.

The balance also shows in the high-field expansion. For $x>1$, $\sqrt{1+x^2}=x\sqrt{1+x^{-2}}=x+\frac1{2x}-\frac1{8x^3}+\dots$. Using $1-r=2\gamma_p/\gamma_+$, so that $\frac A2(1-r)x=\gamma_pB$, and $\frac A{4x}=\frac{A^2}{4\gamma_+B}$,

$$\nu_{dc}=\frac A2-\gamma_pB-\frac{A^2}{4\gamma_+B}+\frac A{16x^3}+\dots$$

The third term is second-order perturbation theory: $|{\uparrow\Downarrow}\rangle$ is pushed up by $(A/2)^2$ over the gap $\gamma_+B$. That push fades as $B$ grows, which raises $\nu_{dc}$, while $-\gamma_pB$ lowers it. Keeping these two terms, the slope $-\gamma_p+A^2/4\gamma_+B^2$ vanishes at

$$B_{\rm est}=\frac A{2\sqrt{\gamma_p\gamma_+}},\qquad \frac{B_0}{B_{\rm est}}=\frac{\gamma_-}{\sqrt{\gamma_e\gamma_+}}\approx1-\frac32\frac{\gamma_p}{\gamma_e},$$

where the last form expands $(1-\epsilon)/\sqrt{1+\epsilon}$ to first order in $\epsilon=\gamma_p/\gamma_e$.

### How the lines are driven

A weak field $B_1\cos\omega t$ along the transverse axis $\hat{\mathbf x}$ adds $B_1\cos\omega t\;V$ to $H$, with $V=\gamma_eS_x-\gamma_pI_x$. Since $S_x=\frac12(S_++S_-)$, it flips the electron spin with amplitude $\frac12$, and $I_x$ does the same for the proton. State $d$ is reached from the $|{\downarrow\Uparrow}\rangle$ part of $c$ by $S_x$ and from the $|{\uparrow\Downarrow}\rangle$ part by $I_x$. State $b$ is reached from the $|{\uparrow\Downarrow}\rangle$ part of $a$ (coefficient $-\sin\theta$) by $S_x$ and from the $|{\downarrow\Uparrow}\rangle$ part (coefficient $\cos\theta$) by $I_x$:

$$\langle d|V|c\rangle=\tfrac12(\gamma_e\sin\theta-\gamma_p\cos\theta),\qquad \langle b|V|a\rangle=-\tfrac12(\gamma_e\sin\theta+\gamma_p\cos\theta).$$

At $B_0$ the electron part exceeds the proton part by $(\gamma_e/\gamma_p)\tan\theta_0=\sqrt{\gamma_e/\gamma_p}$. The net effect of the transition is a proton flip, but the radio-frequency field acts mainly on the electron, through the admixture. An admixture enters a moment as a probability, $\sin^2\theta$, and a transition element as an amplitude, $\sin\theta$, which is why the electron only balances the proton in the first and dominates it in the second.

### Numbers for hydrogen

The level of theory is the nonrelativistic contact formula with the reduced mass and the free-particle $g$ factors. Extra digits are carried through the arithmetic so that it can be followed; the accuracy of the model is judged afterwards.

The Zeeman constants are
$\gamma_e=2.00231930\times13996.2449=28024.951$ MHz/T and
$\gamma_p=5.58569469\times7.622593=42.57748$ MHz/T.
Their ratio is $658.211$, and $\gamma_+=28067.529$, $\gamma_-=27982.374$, $\sqrt{\gamma_e\gamma_p}=1092.351$, all in MHz/T.

With $m_e/m_p=5.446170\times10^{-4}$ the orbital radius is $a=52.9465$ pm, and $|\psi(0)|^2=1/\pi a^3=2.14456\times10^{30}\ \mathrm{m^{-3}}$. The contact formula, evaluated by the program with tabulated constants, gives $A=1420.485$ MHz. The measured splitting is $1420.406$ MHz, lower by a relative $5.6\times10^{-5}$. The field at which $x=1$ is $1420.485/28067.529=0.050610$ T.

Then

$$r=\frac{27982.374}{28067.529}=0.9969661,\qquad \sqrt{1-r^2}=\frac{2\times1092.351}{28067.529}=0.077837,$$

$$x_0=\frac{27982.374}{2\times1092.351}=12.8083,\qquad B_0=12.8083\times\frac{1420.485}{28067.529}\ \mathrm T=0.64822\ \mathrm T,$$

or $6.482$ kG. The program also locates the zero of the finite-difference slope of the numerically diagonalized levels, separately for $d$–$c$ and for $b$–$a$, finds one zero for each on its grid of fields, and gets $0.648223$ T for both, as from the formula.

The frequencies are $\nu_{dc}=710.243\times(1-0.077837)=654.96$ MHz and $\nu_{ba}=710.243\times(1+0.077837)=765.53$ MHz. The level energies at $B_0$ give the same: $9424.537-8769.578=654.959$ MHz for $E_d-E_c$, and $-8714.295+9479.821=765.526$ MHz for $E_b-E_a$. The sum is $1420.485$ MHz, which is $A$.

The admixture is $\sin^2\theta_0=42.57748/28067.529=1.517\times10^{-3}$. From $c$ to $d$, $\langle I_z\rangle$ changes by $0.99848$ and $\langle S_z\rangle$ by $0.00152$, so the name "nuclear flip" is justified here. Both levels move at $13991.187$ MHz/T, which is $\gamma_-/2$; only their difference is flat.

The curvature is

$$\nu_{dc}''=-\frac{28067.529^2}{2\times1420.485}\times0.077837^3=-130.77\ \mathrm{MHz/T^2}.$$

For $\delta B=1$ mT the quadratic shift is $\frac12(-130.77)(10^{-3})^2$ MHz $=-65.38$ Hz. The diagonalized levels give $-65.28$ Hz for $+1$ mT and $-65.49$ Hz for $-1$ mT. The asymmetry matches the cubic factor: $r^2\delta B/B_0=0.9969661^2\times0.001/0.64822=0.0015$ of the quadratic shift, which is $0.10$ Hz. A bare proton would shift by $\gamma_p\times1\ \mathrm{mT}=42577$ Hz, which is $651$ times more. That ratio belongs to $\delta B=1$ mT; it varies as $1/\delta B$.

The high-field series reproduces the maximum term by term: $710.243-27.600-27.726+0.042=654.959$ MHz. The two competing terms are nearly equal, as they must be where the slopes of a $B$ term and a $1/B$ term cancel. The estimate is $B_{\rm est}=0.64970$ T, and $0.64822/0.64970=0.9977$ agrees with $1-1.5/658.211=0.9977$.

For the drive, the proton part is $\frac12\gamma_p\cos\theta_0=\frac12\times42.57748\times\sqrt{0.99848}=21.2726$ MHz/T and the electron part is $\sqrt{658.211}=25.656$ times larger. The elements have magnitudes $(25.656-1)\times21.2726=524.5$ MHz/T for $d$–$c$ and $(25.656+1)\times21.2726=567.0$ MHz/T for $b$–$a$, against $21.29$ MHz/T for a bare proton.

Levels $c$ and $d$ cross at $2B_0/\sqrt{1-r^2}=2\times0.648223/0.077837=16.656$ T.

### How many digits to keep

The diagonalization is exact for the spin Hamiltonian, so the error lies in its three constants. The field dependence of $A$ is not a concern: $B_{\rm au}=2.3505\times10^5$ T and $(B_0/B_{\rm au})^2=7.6\times10^{-12}$.

The omitted zero-field corrections are larger. The bound electron moves at a speed of order $\alpha c$, with $\alpha$ the fine-structure constant, so relativistic and binding corrections to $A$ and to the $g$ factors are expected at relative order $\alpha^2=5.33\times10^{-5}$. The proton has a radius $r_p$, across which the electron density varies by a relative amount of order $r_p/a=1.6\times10^{-5}$. These are order-of-magnitude estimates; their coefficients are not derived here and are assumed to be of order one, which suggests allowing a relative error of $10^{-4}$ in each constant.

The response of $B_0$ follows from $\ln B_0=\ln A+\ln\gamma_--\ln\gamma_+-\frac12\ln\gamma_e-\frac12\ln\gamma_p-\ln2$, with the three constants varied independently:

$$\frac{\partial\ln B_0}{\partial\ln A}=1,\qquad \frac{\partial\ln B_0}{\partial\ln\gamma_e}=\frac{\gamma_e}{\gamma_-}-\frac{\gamma_e}{\gamma_+}-\frac12=-0.4970,$$

$$\frac{\partial\ln B_0}{\partial\ln\gamma_p}=-\frac{\gamma_p}{\gamma_-}-\frac{\gamma_p}{\gamma_+}-\frac12=-0.5030 .$$

The program tests these by changing each constant and relocating the root numerically. If each constant were off by $10^{-4}$ of its value, all in the unfavourable direction, $B_0$ would move by $(1+0.4970+0.5030)\times10^{-4}\times0.648\ \mathrm T=1.3\times10^{-4}$ T. Under that allowance the value to quote for real hydrogen is $B_0\approx0.648$ T ($6.48$ kG), with the $d$–$c$ line at its maximum near $655.0$ MHz and the $b$–$a$ line at its minimum near $765.5$ MHz, the last digit of each frequency being uncertain by about one unit. The measured $A=1420.406$ MHz lies inside the allowance. At a fixed ratio $\gamma_p/\gamma_e$ both frequencies are proportional to $A$, so the measured value lowers them to $654.92$ and $765.48$ MHz, and $B_0$ stays at $0.6482$ T.

## Values computed for the example and the checks

```
|g_e| = 2.00231930
g_p = 5.58569469
mu_B/h = 13996.2449 MHz/T
mu_N/h = 7.622593 MHz/T
gamma_e = 28024.951 MHz/T
gamma_p = 42.57748 MHz/T
gamma_e+gamma_p = 28067.529 MHz/T
gamma_e-gamma_p = 27982.374 MHz/T
sqrt(gamma_e gamma_p) = 1092.351 MHz/T
gamma_e/gamma_p = 658.211
m_e/m_p = 5.446170e-04
a (reduced mass) = 52.9465 pm
|psi(0)|^2 = 2.14456e+30 m^-3
A (Fermi contact) = 1420.485 MHz
A/2 = 710.243 MHz
field where x=1 = 0.050610 T
r = 0.9969661
sqrt(1-r^2) = 0.077837
x0 = 12.8083
B0 formula = 0.648223 T
B0 formula = 6.4822 kG
B0 numerical d-c = 0.648223 T
B0 numerical b-a = 0.648223 T
E_a(B0) = -9479.821 MHz
E_b(B0) = -8714.295 MHz
E_c(B0) = 8769.578 MHz
E_d(B0) = 9424.537 MHz
nu_dc max = 654.959 MHz
nu_ba min = 765.526 MHz
sin^2 theta = 1.516966e-03
sin theta = 0.03895
change of <Iz>, c to d = 0.99848
change of <Sz>, c to d = 0.00152
dE_d/dB at B0 = 13991.187 MHz/T
dE_c/dB at B0 = 13991.187 MHz/T
nu_dc curvature = -130.77 MHz/T^2
quadratic shift for 1 mT = -65.38 Hz
exact shift +1 mT = -65.28 Hz
exact shift -1 mT = -65.49 Hz
bare proton shift 1 mT = 42577 Hz
suppression at 1 mT = 651
gamma_p B0 = 27.600 MHz
A^2/(4 gamma_+ B0) = 27.726 MHz
A/(16 x0^3) = 0.0423 MHz
B0 high-field estimate = 0.64970 T
|<d|V|c>| = 524.49 MHz/T
|<b|V|a>| = 567.03 MHz/T
bare proton element gamma_p/2 = 21.29 MHz/T
electron/proton part of drive = 25.656
c-d crossing field = 16.656 T
dlnB0/dln(A,ge,gp) = 1.0000 -0.4970 -0.5030
B0 change, 1e-4 on all inputs = 1.3e-04 T
alpha^2 = 5.33e-05
r_p/a = 1.6e-05
B_au = 2.3505e+05 T
(B0/B_au)^2 = 7.6e-12
```
